# How screening drags a spurious ultrasoft level down into a ghost state

**Q.** My ultrasoft dataset reproduces the atom, yet the band structure of the solid has a flat band far below the valence states that photoemission does not show. The dataset is the same file in both calculations. What can have changed?

**A.** One part of the nonlocal operator is rebuilt from the potential of the solid. What follows shows that this alone can create such a band in a model; it is one candidate cause, and a ghost that was already in the dataset but missed by the atomic test has to be ruled out separately. Take atomic units, one $s$ channel, radial functions $u=rR$ with $\langle f|g\rangle=\int fg\,dr$, and one projector. Let $\phi$ be the normalized all-electron valence function at energy $\varepsilon_0$, and $\tilde\phi$ a smooth function equal to it beyond $r_c$. With $h=T+V_{\rm loc}$, where $V_{\rm loc}$ equals the all-electron potential beyond $r_c$, define

$$\chi=(\varepsilon_0-h)\tilde\phi,\quad B=\langle\tilde\phi|\chi\rangle,\quad \beta=\chi/B,\quad Q=\phi^2-\tilde\phi^2,\quad q=\int Q\,dr .$$

Then $\langle\beta|\tilde\phi\rangle=1$, $\langle\tilde\phi|\tilde\phi\rangle=1-q$, and $\chi$ and $Q$ vanish beyond $r_c$. The levels solve $H\psi=\varepsilon S\psi$ with

$$H=h+D|\beta\rangle\langle\beta|,\qquad S=1+q|\beta\rangle\langle\beta| .$$

Take $q>0$, so that $S$ is positive. $D$ is fixed by asking that $\tilde\phi$ solve the problem at $\varepsilon_0$. From the definition of $\chi$, $h\tilde\phi=\varepsilon_0\tilde\phi-B\beta$, so $H\tilde\phi=\varepsilon_0\tilde\phi+(D-B)\beta$, while $\varepsilon_0S\tilde\phi=\varepsilon_0\tilde\phi+\varepsilon_0q\beta$. Hence $D=B+\varepsilon_0q$.

The density carried by a state with $\langle\psi|S|\psi\rangle=1$ is the augmented one,

$$\rho_\psi(r)=\psi^2+Q\,c^2,\qquad c=\langle\beta|\psi\rangle,\qquad \int\rho_\psi\,dr=\langle\psi|\psi\rangle+qc^2=1 .$$

A change $\delta V$ of the screened potential adds the energy $\int\delta V\rho_\psi\,dr=\langle\psi|\delta V|\psi\rangle+c^2\int\delta V Q\,dr$. That is the expectation value of

$$\delta H=\delta V+\delta D\,|\beta\rangle\langle\beta|,\qquad \delta D=\int\delta V\,Q\,dr ,$$

with $S$ unchanged. In what follows $\delta V$ is spherical and imposed from outside; its self-consistent response is left out.

**Q.** The average potential in a solid differs from that of the atom by several electronvolts. Is that what moves the level?

**A.** A constant $\delta V=V_0$ gives $\delta D=V_0q$, so $\delta H=V_0\,(1+q|\beta\rangle\langle\beta|)=V_0S$. Then $(H+V_0S)\psi=(\varepsilon+V_0)S\psi$: each eigenvector is unchanged and each level moves by $V_0$. The order of levels is kept and no ghost can form. A reordering has to come from the variation of $\delta V$ in space.

**Q.** The variation across a core sphere is modest. Can a level move by more than the potential does?

**A.** That depends on the sign of $Q$. Differentiate $(H-\varepsilon_nS)\psi_n=0$ to get $(\delta H-\delta\varepsilon_nS)\psi_n+(H-\varepsilon_nS)\delta\psi_n=0$. Multiplying by $\psi_n$ from the left removes the second term, since $H-\varepsilon_nS$ is symmetric and annihilates $\psi_n$. To first order,

$$\delta\varepsilon_n=\langle\psi_n|\delta H|\psi_n\rangle=\int\delta V\,\rho_n\,dr .$$

For the reference state $c=1$ and $\rho=\tilde\phi^2+Q=\phi^2$, so the valence level has the all-electron first-order shift. This is what $\delta D$ is there for. Production datasets usually replace $Q$ near the nucleus by a smoother function with the same moments; the equality then holds only approximately, and $\delta D$ is set by the smoothed $Q$.

Now let $V_-\le\delta V(r)\le V_+$. Subtracting $V_-S$ and using $q=\int Q\,dr$,

$$\delta H-V_-S=(\delta V-V_-)+|\beta\rangle\Big[\int(\delta V-V_-)\,Q\,dr\Big]\langle\beta| .$$

The first term is non-negative. If $Q\ge0$ everywhere the second is too, so the Rayleigh quotient $\langle\psi|H|\psi\rangle/\langle\psi|S|\psi\rangle$ of every $\psi$ changes by at least $V_-$. The same step with $V_+S-\delta H$ limits the change to at most $V_+$. The $n$-th level is the minimum over $(n+1)$-dimensional subspaces of the largest quotient in the subspace, so every level, counted in order, shifts by an amount in $[V_-,V_+]$, at any strength of $\delta V$. The levels $E_n$ of the local operator $h$ obey that bound with no condition, as the case $Q=0$.

If $\phi$ has a node inside $r_c$ and $\tilde\phi$ has none, then $Q=-\tilde\phi^2<0$ at the node and the proof fails. What can go wrong is seen from $\rho_\psi=c^2\phi^2+(\psi^2-c^2\tilde\phi^2)$. A state that equals $c\tilde\phi$ inside the sphere has $\rho_\psi\ge0$. A state with large $c$ and small $\psi$ has $\rho_\psi\approx c^2Q$, which takes both signs. The shift is then an average of $\delta V$ over a signed weight, and such an average can lie outside the range of $\delta V$.

**Q.** Where does a state of that second kind come from? I supplied one reference state.

**A.** It is already in the secular equation. Write the eigenproblem as $(h-\varepsilon)\psi=-(D-\varepsilon q)\,c\,\beta$. For $\varepsilon$ not a level of $h$, invert $h-\varepsilon$ and project on $\beta$:

$$c=-(D-\varepsilon q)\,G(\varepsilon)\,c,\qquad G(\varepsilon)=\langle\beta|(h-\varepsilon)^{-1}|\beta\rangle=\sum_n\frac{\beta_n^2}{E_n-\varepsilon},$$

where $\beta_n$ is the component of $\beta$ on the $n$-th eigenstate of $h$. If $c=0$ then $\psi=0$, so $c$ may be cancelled. Dividing by $D-\varepsilon q=q\,(D/q-\varepsilon)$,

$$F(\varepsilon)=\sum_n\frac{\beta_n^2}{E_n-\varepsilon}+\frac{1/q}{D/q-\varepsilon}=0 .$$

The nonlocal term enters as one more pole, at $D/q$, with positive weight $1/q$. Assume all $\beta_n\neq0$ and distinct poles. Each term $a/(p-\varepsilon)$ with $a>0$ has derivative $a/(p-\varepsilon)^2>0$, tends to $+\infty$ just below $p$ and to $-\infty$ just above it. So $F$ rises from $-\infty$ to $+\infty$ between neighbouring poles and has one zero there. In a basis of $N$ functions there are $N+1$ poles and $N$ intervals, which accounts for all $N$ levels: the ultrasoft levels interlace the set $\{E_n\}\cup\{D/q\}$. If $M$ poles lie below $\varepsilon$, the $M-1$ complete intervals hold one level each, and the interval containing $\varepsilon$ has given its level when $F(\varepsilon)>0$, so the number of levels below $\varepsilon$ is $M$ for $F>0$ and $M-1$ for $F<0$.

The lowest level lies between the two lowest poles. If $D/q>E_0$ it lies above $E_0$. If $D/q<E_0$ it lies between $D/q$ and $E_0$, and the second level lies between $E_0$ and $E_1$. A level exists below $E_0$ if and only if $D/q<E_0$.

**Q.** Why does the atom not show it?

**A.** In the atom $B=\langle\tilde\phi|\varepsilon_0-h|\tilde\phi\rangle=(1-q)(\varepsilon_0-\bar h)$, where $\bar h\ge E_0$ is the mean of $h$ in $\tilde\phi$. For $B>0$ this gives $\varepsilon_0>E_0$, and the pole sits at

$$D/q=\varepsilon_0+B/q>\varepsilon_0 .$$

If also $\varepsilon_0<E_1$, the reference level lies between the two lowest poles and is the lowest level. The atom then has no ghost below its valence level. One above it is still possible: if $D/q$ falls between $\varepsilon_0$ and $E_1$, the second level lies between $D/q$ and $E_1$, in addition to the one between $E_1$ and the next pole. At fixed $B>0$ and for $q$ small enough, the extra pole is far above the energies at which bound levels are compared.

In the solid each $E_n$ shifts by an amount within the range of $\delta V$, while the pole moves by

$$\frac{\delta D}{q}=\frac{\int\delta V\,Q\,dr}{\int Q\,dr}.$$

With $V_m=(V_++V_-)/2$, one has $\delta D-qV_m=\int(\delta V-V_m)Q\,dr$, and so $|\delta D/q-V_m|\le\tfrac12(V_+-V_-)\int|Q|\,dr/q$. For $Q\ge0$ the factor $\int|Q|\,dr/q$ is one. When positive and negative parts of $Q$ nearly cancel in $q$ the factor is large, and the bound no longer holds the pole near the range of $\delta V$.

Put $\delta V=\Delta N\,v(r)$ and $I=\int vQ\,dr$. The pole is at $D/q+\Delta N\,I/q$, and to first order $E_0$ moves to $E_0+\Delta N\,v_{00}$ with $v_{00}=\langle0|v|0\rangle$. Setting them equal and then multiplying numerator and denominator by $q$,

$$\Delta N^*\approx\frac{D/q-E_0}{v_{00}-I/q}=\frac{B+q(\varepsilon_0-E_0)}{qv_{00}-I}.$$

When the terms in $q$ are small this is $\Delta N^*I\approx-B$. The height $B/q$ and the speed $I/q$ both carry $1/q$, which cancels. The threshold is set by $\delta D$ against $B$; the smallness of $q$ decides how high the pole hides in the atom and how fast it falls.

**Q.** A pole of a function is not something I measure. Is there an actual state that follows it?

**A.** Measure how much of a state's norm is augmentation by $w_n=qc_n^2$. Collect the eigenvectors as columns of $U$, so that $U^TSU=1$ and $U^THU=\varepsilon$, the diagonal matrix of levels. The first relation gives $S=(UU^T)^{-1}$, or $UU^T=S^{-1}$. Multiplying the second by $U$ and $U^T$ gives $U\varepsilon U^T=S^{-1}HS^{-1}$. With $b=\langle\beta|\beta\rangle=\langle\chi|\chi\rangle/B^2$ one has $S\beta=(1+qb)\beta$, so $S^{-1}\beta=\beta/(1+qb)$. Therefore

$$\sum_nw_n=q\langle\beta|S^{-1}|\beta\rangle=\frac{qb}{1+qb},\qquad \sum_nw_n\varepsilon_n=\frac{q\langle\beta|H|\beta\rangle}{(1+qb)^2}=\frac{q\,(b\,h_{\beta\beta}+Db^2)}{(1+qb)^2},$$

with $h_{\beta\beta}=\langle\beta|h|\beta\rangle/b$. The ratio is the centroid of the augmentation weight,

$$\varepsilon^*=\frac{h_{\beta\beta}+Db}{1+qb},\qquad \delta\varepsilon^*=\Delta N\,\frac{v_{\beta\beta}+bI}{1+qb},$$

and the shift is linear in $\Delta N$ without approximation, because $h$ and $D$ are linear in it and $S$ is fixed. For $qb\gg1$ nearly one whole state's worth of weight exists, its centroid is $D/q$ plus the correction $(h_{\beta\beta}-D/q)/(1+qb)$, and it moves at the rate $I/q$. For $qb\ll1$ the weight is small and the rate is $v_{\beta\beta}+bI$. A small $B$ without a correspondingly small $\langle\chi|\chi\rangle$ makes $b$ large, so the same poor choice of $V_{\rm loc}$ lowers the threshold and gives the pole a state. The sum rule fixes the centroid and does not say whether the weight sits in one level; the numbers have to show that.

**Q.** Then show me numbers.

**A.** The model has round parameters and stands for no material. The all-electron potential is $-2/r$, with the $1s$ treated as core and the $2s$ as valence, a hard wall at 10 Å and a finite-difference step of 0.0125 Å. This one-particle problem on the same grid is the reference; it has no electron interaction. Its $1s$, $2s$ and $3s$ levels are $-54.39$, $-13.604$ and $-6.046$ eV. Inside $r_c=1.05$ Å, $\tilde\phi$ is $r$ times a cubic in $r^2$, matched to $\phi$ at three grid points, with the free coefficient tuned to $q=0.002$. $V_{\rm loc}$ is a quadratic in $r^2$, matched in value and slope, and tuned to $B=0.05$ eV; it is repulsive at the centre, 50 eV. The dataset is poor by design. Because the matching uses grid points on one side of $r_c$, the dataset changes at first order in the step, and the digits below belong to this grid: halving the step changes $\langle\chi|\chi\rangle$ by 4%, $I$ and $\Delta N^*$ by 1%, and raises the ghost level by 0.2 eV.

Then $D=0.0500-13.604\times0.002=0.0228$ eV, $B/q=25.0$ eV and $D/q=11.40$ eV. The local levels are $E_0=-13.990$ and $E_1=-6.103$ eV, which bracket $\varepsilon_0$, so no level lies below the reference. The pole is above zero energy, so by the counting rule there are no more levels below zero than $h$ itself has. Its two lowest levels, $-13.604$ and $-6.050$ eV, match the reference $2s$ by construction and the $3s$ within 0.004 eV. From $\langle\chi|\chi\rangle=38.95$ eV², $b=38.95/0.05^2\approx1.558\times10^4$ and $qb=31.16$, so the total weight is $31.16/32.16=0.969$. The centroid is $(149.11+0.02279\times15579)/32.16=15.68$ eV. All levels below zero together carry a weight of 0.003, while one level at 14.1 eV carries 0.94. That level is a narrow resonance among the positive-energy states quantized by the wall: its position is set mainly by the dataset, while a wall state that comes close in energy can take part of its weight.

The "solid" moves $\Delta N$ electrons from a cloud $\propto e^{-r^2/\sigma^2}$ with $\sigma=0.5$ Å to a thin shell at $R_s=1.5$ Å. The electrostatic energy of an electron changes by $\Delta N\,v$ with

$$v(r)=-\frac{\operatorname{erf}(r/\sigma)}{r}+\frac{1}{\max(r,R_s)},$$

negative inside because repelling charge has left. Its range is 22.89 eV per electron moved, from $-22.89$ eV at the innermost grid point to nearly zero outside.

$Q$ is positive near the nucleus and first turns negative at 0.40 Å, inside the $2s$ node at $r=2/Z$ bohr $=0.53$ Å. From $\int|Q|\,dr=0.0828$ and $q=0.0020$, its positive part holds $Q_+=(0.0828+0.0020)/2=0.0424$ and its negative part $Q_-=0.0404$. With $\bar v_\pm$ the averages of $v$ over the two parts, $I=Q_+\bar v_+-Q_-\bar v_-=Q_-(\bar v_+-\bar v_-)+q\bar v_+$. The computed $I$ is $-0.430$ eV per electron, and the last term lies between $-0.046$ eV and zero, so $\bar v_+-\bar v_-$ is about $-10$ eV: $I$ measures the difference of potential between the two parts of $Q$. The pole moves at $I/q=-215$ eV per electron, $215/22.89=9.4$ times the range. The bound allows $|I/q-V_m|$ up to $\tfrac12\times22.89\times41.4=474$ eV per electron; the value is $215-11=204$. The opposite transfer would reverse the sign and push the pole up.

The valence level gives no first-order warning: its slope at $\Delta N=0$ is $-2.353$ eV per electron in both the pseudo and the reference problem. The threshold is

$$\Delta N^*\approx\frac{11.396+13.990}{-1.802+215.00}=0.119 ,$$

in agreement with the root found without linearizing, and there $\delta V$ has a range of 2.7 eV against the 25.4 eV gap that has been closed.

At $\Delta N=0.2$ the range of $\delta V$ is 4.58 eV and $\delta D=0.2\times(-0.430)=-0.086$ eV. The pole moves by $-0.086/0.002=-43.0$ eV ($-1.58$ hartree) to $-31.60$ eV, and the centroid by $0.2\times(-15.27-15579\times0.4300)/32.16=-41.8$ eV. Direct diagonalization gives a lowest level at $-27.57$ eV ($-1.013$ hartree), 13.5 eV below the reference $2s$ at $-14.097$ eV and far from the reference $1s$ at $-57.80$ eV. It has $w=0.957$, one node, and a squared $S$-overlap of 0.018 with $\tilde\phi$; the second level, at $-13.852$ eV, has 0.981. Below a probe energy of $-10.14$ eV, midway between the reference $2s$ and $3s$, there are two pseudo levels where the reference has one valence level. The numerical check printed below asserts these counts, the secular roots, the interlacing, the sum rules and the slopes against dense diagonalization.

**Q.** The ghost is 4 eV above the pole. Does that not spoil the picture?

**A.** The offset follows from $F=0$. Put $G=g/B^2$ with $g(\varepsilon)=\langle\chi|(h-\varepsilon)^{-1}|\chi\rangle$, where $h$ and $D$ now include the screening. Then $(1/q)/(D/q-\varepsilon)=-g/B^2$, or

$$\varepsilon-\frac Dq=\frac{B^2}{q\,g(\varepsilon)} .$$

Below $E_0$ every term of $g$ is positive, so the ghost lies above the pole, as interlacing demands. Here $B^2/q=0.0025/0.002=1.25$ eV², and the offset $31.60-27.57=4.03$ eV corresponds to $g=0.31$ eV. The ghost follows the pole in its motion. Its density has $\int|\rho|\,dr=39.6$, which matches $w\int|Q|\,dr/q=0.957\times41.4$, and falls to $-58$ per Å. Its slope is $-206.2$ eV per electron, of which the augmentation term gives $wI/q=0.957\times(-215.0)=-205.8$.

The descent passes through an avoided crossing, and the lowest level changes character between $\Delta N=0.10$ and $0.15$. $\Delta N^*$ itself marks only where that level passes $E_0$: there $D-\varepsilon q=0$, so the state is the ground state of the local $h$. Because the ghost lies above the pole, it reaches the valence energy somewhat later. At $\Delta N=0.10$ the lowest level, at $-13.956$ eV, still has $w=0.027$, while the second, at $-6.77$ eV, is no longer a plain $3s$: the ghost has come down to the $3s$ energy and the two mix. At $0.15$ the lowest is at $-17.49$ eV with $w=0.87$ and the second at $-13.445$ eV.

**Q.** How do I know that $\delta D$ and the sign of $Q$ are the cause, and what happens to the true valence level?

**A.** Three controls at $\Delta N=0.2$ each leave a single level below the probe. With $D$ frozen the lowest level is at $-14.009$ eV, so the local $\delta V$ alone makes no ghost; the price is an error of $+0.088$ eV against the reference $2s$, close to the omitted first-order term $-\delta D=0.086$ eV. With $Q$ replaced in $\delta D$ by a non-negative shape of equal $q$, the pole moves by $-1.67$ eV and the largest drop of any level is 2.13 eV, inside the 4.58 eV range. With $V_{\rm loc}$ retuned to $B=1$ eV, the pole starts 500 eV above $\varepsilon_0$ and the same 43 eV fall leaves it high.

For the valence level, expand $g$ near the reference. With $\mathcal R=(h-\varepsilon_0)^{-1}$ of the atom, $\mathcal R\chi=-\tilde\phi$, so $g(\varepsilon_0)=-B$. To first order the resolvent changes by $\mathcal R\,(\varepsilon-\varepsilon_0-\delta V)\,\mathcal R$, which gives $g\approx-B+x$ with $x=\varepsilon-\varepsilon_0-\langle\tilde\phi|\delta V|\tilde\phi\rangle$ once $q$ is dropped beside 1. The nonlocal strength is $D+\delta D-\varepsilon q=B+\delta D-q(\varepsilon-\varepsilon_0)\approx B+\delta D$. The secular equation $B^2+(B+\delta D)\,g=0$ gives $x=B-B^2/(B+\delta D)=B\,\delta D/(B+\delta D)$. The reference shift is $\int\delta V\phi^2dr$ to first order, which means $x=\delta D$. The difference is

$$\varepsilon_{\rm ps}-\varepsilon_{\rm AE}\approx\frac{B\,\delta D}{B+\delta D}-\delta D=-\frac{\delta D^2}{B+\delta D}.$$

For $B=0.05$ eV this is $-0.0074/(-0.036)=+0.21$ eV against the computed $+0.245$ eV; for $B=1$ eV it is $-0.0074/0.914=-0.008$ eV against $-0.012$ eV. In these two cases the estimate gives sign and rough size; it drops second order in $\delta V$ in the reference and second order in $\varepsilon-\varepsilon_0-\delta V$ in $g$, and the remainder has not been traced to a term. It fails near $\delta D=-B$, where the $q$ term must be kept and the levels repel. A small $|\delta D|/B$ keeps this estimated term small beside $\delta D$. It does not control the dropped terms, which are of the same second order in $\Delta N$ as the term kept and can dominate the error, so raising $B$ further need not improve the dataset. On a grid of step 0.025 Å the error is $-0.009$, $-0.012$ and $-0.019$ eV for $B=0.5$, 1 and 2 eV, while the estimate gives $-0.018$, $-0.008$ and $-0.004$ eV.

**Q.** My dataset has two projectors per channel. Does any of this survive?

**A.** The counting does, for $m$ projectors with a positive definite matrix $q_{ij}$ and $\delta D_{ij}=\int\delta V\,Q_{ij}\,dr$. Let $A=h-\varepsilon$, $K=D-\varepsilon q$, both invertible, let $\beta$ be the $N\times m$ matrix of projectors, and $F=K^{-1}+\beta^TA^{-1}\beta$. Consider the quadratic form $x^TAx+2x^T\beta y-y^TK^{-1}y$. Completing the square in $x$ with $x'=x+A^{-1}\beta y$ turns it into $x'^TAx'-y^TFy$. Completing it in $y$ with $y'=y-K\beta^Tx$ turns it into $x^T(A+\beta K\beta^T)x-y'^TK^{-1}y'$. Both changes of variable are invertible, so by Sylvester's law of inertia the number of negative directions is the same:

$$n_-(A)+n_+(F)=n_-(H-\varepsilon S)+n_+(K).$$

Since $S$ is positive, $n_-(H-\varepsilon S)$ is the number $N(\varepsilon)$ of levels below $\varepsilon$. Likewise $n_-(A)=n_h$ counts the local levels below $\varepsilon$, and $n_+(K)=m-n_p$, where $n_p$ counts the roots of $Dy=\lambda qy$ below $\varepsilon$. Thus $N=n_h+n_p+n_+(F)-m$, which for $m=1$ is the earlier rule and is tested on random matrices with $m=2$. Each root $\lambda$ moves, to first order, by $y^T\delta D\,y/y^Tqy$, the average of $\delta V$ over the combination $\sum_{ij}y_iy_jQ_{ij}$. A combination with small integral and large parts of both signs takes the place of the small $q$.

For $q<0$ with one projector the extra pole has negative weight and the interlacing argument fails; the centroid algebra holds as long as $1+qb>0$. In a real solid $\delta V$ is not spherical, and an occupied ghost would put its signed density back into $\delta V$; neither effect is in this model. For your band, print its augmentation weight and the roots of $Dy=\lambda qy$ with the screened $D$ of the atom and of the solid, each set against the local levels in the same potential. Neither number convicts the band alone. The reference state itself has $w=q$, which is large in a dataset with large $q$. And a root below the local levels can be healthy: with one projector and $B<0$ the pole $D/q=\varepsilon_0+B/q$ lies below $\varepsilon_0$, and if $\varepsilon_0<E_0$ the single level between the pole and $E_0$ is the valence level. For $B>0$ one warning sign is a change: a root that lies above the lowest local level in the atom and below it in the solid. Its absence does not clear the dataset. In the model above a level with $w=0.88$ is already at $-8.6$ eV, between $2s$ and $3s$, at $\Delta N=0.11$, before the root reaches $E_0$. With $V_{\rm loc}$ retuned to $B=-0.8$ eV the atom is clean and the root lies below $E_0$ in both atom and solid, yet at $\Delta N=0.4$ the lowest level has dropped about 5 eV below the reference $2s$ and kept a squared $S$-overlap of only about 0.2 with $\tilde\phi$. So compare, besides the roots, how far each root has moved against the range of $\delta V$, and how much overlap with the atomic pseudo-orbital the band retains.

## Calculated quantities

```
Z = 2, rc = 1.05 A, wall = 10.0 A, grid step = 0.0125 A
sigma = 0.5 A, shell radius = 1.5 A, dN = 0.2 e
AE atom 1s, 2s, 3s = -54.392, -13.604, -6.046 eV
q = 0.00200, int|Q| = 0.0828, int|Q|/q = 41.4
Q changes sign at r = 0.400 A
B = 0.0500 eV, D = 0.02279 eV, <chi|chi> = 38.95 eV^2
b = 15579, q b = 31.16, q b/(1+q b) = 0.9689
Vloc at first grid point = 50.16 eV
local levels E0, E1 (atom) = -13.990, -6.103 eV
pole D/q (atom) = 11.396 eV, B/q = 25.000 eV
h_bb = 149.11 eV, centroid (atom) = 15.679 eV
atom largest weights: 0.942 at 14.09 eV, 0.007 at 17.82 eV
atom weight in levels below 0 eV = 0.0031
v min, max = -22.890, 0.0002 eV per e
I = int v Q = -0.4300 eV per e, I/q = -215.00 eV per e
amplification |I/q|/range = 9.39
v_bb = -15.273 eV per e, <0|v|0> = -1.802 eV per e
valence slope at dN=0: pseudo -2.3532, AE -2.3532 eV per e
threshold dN*: root 0.1191 e, linear 0.1191 e
range of dV at dN* = 2.726 eV
dN(e)  D/q(eV)  E0(eV)  lev0(eV)  lev1(eV)  w0  AE2s(eV)  count
0.00   11.396  -13.990  -13.604   -6.050 0.002  -13.604 1
0.05    0.646  -14.081  -13.734   -6.088 0.005  -13.723 1
0.10  -10.103  -14.174  -13.956   -6.772 0.027  -13.845 1
0.15  -20.853  -14.270  -17.487  -13.445 0.866  -13.969 2
0.20  -31.603  -14.367  -27.570  -13.852 0.957  -14.097 2
solid: range of dV = 4.578 eV, dD = -0.0860 eV
solid: pole shift = -43.00 eV = -1.5802 hartree
solid: centroid = -26.078 eV, shift = -41.76 eV
solid: AE 1s, 2s, 3s = -57.800, -14.097, -6.180 eV
solid: probe energy = -10.139 eV
ghost = -27.570 eV = -1.0132 hartree, w = 0.957, nodes = 1
ghost below AE 2s by 13.473 eV
ghost slope = -206.21 eV per e, int|rho| = 39.6
ghost min rho = -58.1 per A
valence-like level error = 0.245 eV, w = 0.0074
squared S-overlap with phit: ghost 0.0176, valence-like 0.9811
uniform shift test c = -5.0 eV: all levels moved by c
control frozen D: lev0, lev1 = -14.009, -6.162 eV
control Q>=0: lev0, lev1 = -14.012, -6.163 eV
control Q>=0: pole shift -1.670 eV, largest drop -2.131 eV
control B = 1.00 eV: B/q = 500 eV, lev0, lev1 = -14.109, -6.225 eV
control large B: valence error = -0.0122 eV
```
